\section*{Solving the radial Hartree--Fock equation with exchange as a fixed source, part 3}

A radial Hartree--Fock program evaluates exchange with the previous cycle's orbital $P_{\rm old}$ and treats it as a fixed source $X$. Hartree atomic units are used ($1\,E_h = 27.211386$ eV, $1$ bohr $= 0.529177$ \AA). An orbital is $r^{-1}P(r)Y_{lm}$ with $P$ real, and $\langle A|B\rangle=\int_0^\infty A(r)B(r)\,dr$. For nitrogen 2s$\uparrow$, with $l=0$ and $P(0)=P(\infty)=0$,
\begin{align}
(h-\varepsilon)P&=X,\qquad h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r),\label{eq:inh}\\
V&=-\frac Zr+V_H-\frac{Y^0(2s,2s;r)}{r},\\
X&=K'P_{\rm old}=\frac{Y^0(1s,2s;r)}{r}P_{1s}+\frac{Y^1(2s,2p;r)}{r}P_{2p}.\label{eq:X}
\end{align}
$V_H$ is the Hartree potential of all seven electrons and $\frac{Y^k(ab;r)}{r}=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}P_a(r')P_b(r')\,dr'$. The levels of $h$ are $e_k$, with normalised eigenfunctions $\varphi_k$ positive near the origin; $c_k=\langle\varphi_k|X\rangle$, $P=\sum_ka_k\varphi_k$, and gap $k$ is $(e_k,e_{k+1})$, of width $\Delta_k$. The condition $N=\langle P|P\rangle=1$ fixes $\varepsilon$, with
\begin{equation}
a_k=c_kd_k,\qquad d_k=\frac1{e_k-\varepsilon},\qquad N(\varepsilon)=\sum_k\frac{c_k^2}{(e_k-\varepsilon)^2}.
\label{eq:N}
\end{equation}
\begin{equation}
N\ge\frac{\left(|c_k|^{2/3}+|c_{k+1}|^{2/3}\right)^3}{\Delta_k^2}\qquad\text{throughout gap }k .
\label{eq:bound}
\end{equation}
For a source $\lambda X$, one root lies below $e_1$ and gap $k$ holds two exactly when $\lambda<\lambda_k=(\min N)^{-1/2}$. At high effective quantum number $\nu$, $c_k^2\to A/\nu^3$, $A=\langle f_0|X\rangle^2$.

$\psi=N^{-1/2}$ is concave between poles. Newton's method on $\psi-1$,
\begin{equation}
\varepsilon_{j+1}=\varepsilon_j+\frac{1-\psi_j}{\psi_j'}=\varepsilon_j+\frac{N^{-1/2}-1}{\frac12N^{-3/2}N'}=\varepsilon_j+\frac{2N\,(1-\sqrt N)}{N'}\bigg|_{\varepsilon_j},
\label{eq:newton}
\end{equation}
started at $e_k\mp|c_k|$, moves monotonically to a non-tangent root if one exists. On $N$ itself, the one-pole model gives $x_{\rm new}=\frac x2\left(3-\frac{x^2}{c^2}\right)$, $x=e_k-\varepsilon$. With $N_{\rm rest}$ denoting $N$ without pole $k$,
\begin{equation}
|e_k-\varepsilon|=\frac{|c_k|}{\sqrt{1-N_{\rm rest}(\varepsilon)}},\qquad|\langle\varphi_k|P\rangle|=\sqrt{1-N_{\rm rest}(\varepsilon)} .
\label{eq:dist}
\end{equation}
If $c_k=0$ and $N(e_k)<1$, with $P_{\rm rest}=\sum_{j\neq k}c_j\varphi_j/(e_j-e_k)$, further solutions are
\begin{equation}
P=P_{\rm rest}\pm\sqrt{1-N(e_k)}\;\varphi_k,\qquad\varepsilon=e_k.
\label{eq:hard}
\end{equation}
In a matrix basis, the roots and any missing poles are the real eigenvalues of
\begin{equation}
\begin{pmatrix}h&-1\\-XX^T&h\end{pmatrix}\begin{pmatrix}z\\y\end{pmatrix}=\varepsilon\begin{pmatrix}z\\y\end{pmatrix}.
\label{eq:double}
\end{equation}
For deep roots the outer tail is $P\approx X/|\varepsilon|$. Fixed points from the root below $e_k$ obey $(h-K')P=\varepsilon P$, so $\varepsilon=\langle P|h|P\rangle-\langle P|K'|P\rangle$; from the root above, with its sign reset, $(h+K')P=\varepsilon P$. The functional $E[R]=\langle R|h|R\rangle-2\langle X|R\rangle$ has $E[P]=\varepsilon-\langle X|P\rangle$ at a root.

The hydrogen test has $X=re^{-\beta r}$, $\beta=1/3$, $c_3=0$, and $\lambda=0.02$ for \eqref{eq:hard}:
\begin{equation}
c_n=4n^{-3/2}(\beta-1)\frac{(\beta-1/n)^{n-2}}{(\beta+1/n)^{n+2}},\qquad n^{3/2}c_n\to4(\beta-1)\beta^{-4}e^{-2/\beta}.
\label{eq:cn}
\end{equation}

\section{The scheme on a grid}

The orbitals vary on scales from the 1s shell to the Rydberg region, so put $r=e^t$ and $P=r^{1/2}y(t)$. With $d/dr=r^{-1}d/dt$ and dots for $d/dt$,
\begin{equation}
P'=r^{-1/2}\left(\dot y+\tfrac12y\right),\qquad P''=r^{-3/2}\left(\ddot y+\tfrac12\dot y-\tfrac12\dot y-\tfrac14y\right)=r^{-3/2}\left(\ddot y-\tfrac14y\right).
\end{equation}
Multiplying \eqref{eq:inh} by $-2r^{3/2}$ and using $l(l+1)+\frac14=(l+\frac12)^2$,
\begin{equation}
\ddot y=q\,y+s,\qquad q=(l+\tfrac12)^2+2r^2(V-\varepsilon),\qquad s=-2r^{3/2}X .
\end{equation}
On a uniform mesh of step $\tau$, Taylor expansion gives $y_{i+1}-2y_i+y_{i-1}=\tau^2\ddot y_i+\frac{\tau^4}{12}y^{(4)}_i+O(\tau^6)$. With $g=\ddot y=qy+s$ the fourth derivative is $\ddot g=(g_{i+1}-2g_i+g_{i-1})/\tau^2+O(\tau^2)$, so the right-hand side is $\frac{\tau^2}{12}(g_{i+1}+10g_i+g_{i-1})$. Collecting the unknowns with $f_i=1-\tau^2q_i/12$, for which $2+10\tau^2q_i/12=12-10f_i$, gives the Numerov equations
\begin{equation}
f_{i+1}y_{i+1}-(12-10f_i)\,y_i+f_{i-1}y_{i-1}=\frac{\tau^2}{12}\left(s_{i+1}+10s_i+s_{i-1}\right).
\label{eq:num}
\end{equation}
They are solved as one tridiagonal system with both boundary conditions built in, so no growing solution is ever propagated outward. At the outer end $y=0$ at a box radius $R$. At the inner end, for $l=0$, put $P\propto r+p_2r^2$; the terms of order $r^0$ in \eqref{eq:inh} are $-p_2-Z=0$, the source \eqref{eq:X} being $O(r)$. Hence $y_0/y_1=e^{-\tau/2}(1-Zr_0)/(1-Zr_1)$. Scalar products are $\tau\sum_iA_iB_ir_i$, since $dr=r\,dt$.

Differentiating \eqref{eq:num} with respect to $\varepsilon$ uses $\partial q/\partial\varepsilon=-2r^2$, so $\partial y/\partial\varepsilon$ obeys the same system with $s=-2r^2y=-2r^{3/2}P$, and the boundary ratio does not depend on $\varepsilon$. A second solve with $P$ as source thus gives the exact derivative of the discrete $N$, and the quadratic convergence survives discretisation. The same solver yields the poles by inverse iteration: solving $(h-\sigma)P=Q$ with $\sigma$ near $e_k$ multiplies each component by $1/(e_j-\sigma)$, repetition with renormalisation leaves $Q=\varphi_k$, and then $P=Q/(e_k-\sigma)$ gives $e_k=\sigma+\langle P|Q\rangle/\langle P|P\rangle$.

One inner loop then runs as follows.
\begin{enumerate}
\item Find $e_k,\varphi_k$ for the target level and its neighbours, and form $c_k$.
\item If $c_k$ is numerically zero, test \eqref{eq:hard}; otherwise discard any adjacent gap for which \eqref{eq:bound} exceeds one.
\item Run \eqref{eq:newton} from $e_k-|c_k|$ and from $e_k+|c_k|$, with two tridiagonal solves per step, stopping on convergence, on a sign change of $N'$ or on leaving the gap.
\item Keep the root with the largest positive $\langle P|P_{\rm old}\rangle$, with its sign. If no overlap is near one, extend the search to the neighbouring poles or change the split.
\end{enumerate}
The guarantees concern this inner loop. They say nothing about convergence of the outer cycle in which $X$ and $V$ are rebuilt.

\section{Nitrogen 2s$\uparrow$}

The chosen inputs are $Z=7$, a box of 60 bohr (31.75 \AA), and a Numerov mesh of 6000 points from $10^{-6}$ bohr with $\tau=0.002985$. The potential and the source were built from converged unrestricted Hartree--Fock orbitals, obtained by matrix diagonalisation on a mapped Lobatto grid of order 140. That calculation gives a total energy of $-54.404548\,E_h$, the same to six decimals as a 26s16p Gaussian basis, and spin-up orbital energies $-15.670672$, $-1.162965$ and $-0.570923\,E_h$ for 1s, 2s and 2p. The root to be recovered is $-1.162965\,E_h=-31.646$ eV. The projection formula checks it: with $\langle2s|h|2s\rangle=-0.674901$ and $\langle 2s|K'|2s\rangle=G^0(1s,2s)+G^1(2s,2p)=0.070077+0.417987=0.488064$, one gets $-0.674901-0.488064=-1.162965\,E_h$.

The poles and overlaps are
\begin{center}
\begin{tabular}{cccc}
$k$&$e_k$ ($E_h$)&$e_k$ (eV)&$c_k$ ($E_h$)\\
1&$-12.449749$&$-338.7749$&$0.303189$\\
2&$-0.686178$&$-18.6718$&$0.472503$\\
3&$-0.129383$&$-3.5207$&$0.069717$\\
4&$-0.056427$&$-1.5355$&$0.035546$\\
5&$-0.031558$&$-0.8587$&$0.022626$
\end{tabular}
\end{center}
The last row feels the wall: in a box of 405 bohr $e_5$ is $-0.031560$ and $c_5$ is $0.022617\,E_h$, shifts of $2\times10^{-6}$ and $9\times10^{-6}\,E_h$, while the first four rows are unchanged. The level $e_1$ lies $3.22\,E_h$ above the 1s orbital energy because $V$ was built for the 2s electron. Measured on the 1s orbital, $h$ contains the 1s self-repulsion ($+4.11\,E_h$), lacks the repulsion of the 2s$\uparrow$ electron ($-1.00\,E_h$) and lacks the exchange with 2s and 2p ($+0.16\,E_h$); the relaxation from $P_{1s}$ to $\varphi_1$ removes the remaining $0.05\,E_h$.

For gap 2, $0.472503^{2/3}=0.6066$ and $0.069717^{2/3}=0.1694$ sum to $0.7760$, whose cube is $0.4674$; with $\Delta_2=0.556795$ and $\Delta_2^2=0.310021$ the bound \eqref{eq:bound} is $1.5075$. The gap is empty on this ground alone. The true minimum is $1.64529$ at $-0.25652\,E_h$, so $\lambda_2=1.64529^{-1/2}=0.7796$. In gap 1 the minimum is $0.00929$ at $-7.53844\,E_h$ (bound $0.00856$, $\lambda_1=10.38$), and in gap 3 it is $5.25595$ (bound $4.01475$, $\lambda_3=0.4362$). For gap 4 the table gives $(0.1081+0.0800)^3/0.024869^2=10.8$. The effective quantum numbers $\nu=(-2e_k)^{-1/2}$ for $k=3,4,5$ are $1.966$, $2.977$, $3.980$, and $\nu^3c_k^2$ is $0.0369$, $0.0333$, $0.0323$, settling towards a constant $A$ near $0.03$.

At $\lambda=1$ there are three roots, and the doubled matrix \eqref{eq:double} finds no others below zero in the box:
\begin{center}
\begin{tabular}{lccccc}
root&$\varepsilon$ ($E_h$)&overlap&nodes&slope&$\langle r\rangle$ (\AA)\\
below $e_1$&$-12.753214$&$+0.0140$&1&$+$&0.125\\
above $e_1$&$-12.146254$&$+0.0698$&0&$-$&0.135\\
below $e_2$&$-1.162965$&$+1.0000$&1&$+$&0.683
\end{tabular}
\end{center}
In eV these are $-347.033$, $-330.516$ and $-31.646$. Nodes are counted where $|P|>10^{-5}$.

The first root has one node and a positive slope at the origin, exactly like the 2s orbital, although its mean radius shows it to be a core function. The tail argument explains it. With $P_{2s}$ positive near the nucleus its main outer lobe is negative, so $Y^1(2s,2p;r)P_{2p}$, and with it $X$, is negative in the valence region. Both deep roots have a negative tail $X/|\varepsilon|$. Joined to $+\varphi_1$ it creates a node; joined to $-\varphi_1$ it does not. All three overlaps are positive, so the sign alone does not select and the size must. For the second root the amplitudes are $a_1=0.303189/(-0.303495)=-0.9990$ and $a_2=0.472503/11.460076=0.0412$. The old orbital has components $0.303189/(-11.286784)=-0.0269$ on $\varphi_1$ and $0.9910$ on $\varphi_2$. These two levels contribute $0.0268+0.0409=0.0677$ of the overlap $0.0698$.

For the third root $e_2-\varepsilon=0.476787$ and $a_2=0.472503/0.476787=0.99101$, in agreement with the directly computed $\langle\varphi_2|P_{2s}\rangle=0.991013$. About 98\% of the norm is in $\varphi_2$, which is why the one-pole start is good. The Newton sequence in $E_h$ is
\begin{equation}
-1.1586804,\quad-1.1629647,\quad-1.1629651,\quad-1.1629651 ,
\end{equation}
decreasing as proved, with errors $4.3\times10^{-3}$ and $4\times10^{-7}$ after zero and one steps. By contrast, in the one-pole model Newton's method on $N$ crosses $e_2$ from any start below $-0.686-\sqrt3\times0.4725=-1.50\,E_h$, and the gaps above $e_2$ contain no root, so the iteration can then succeed only if a later step happens to carry it back across $e_2$. A start at $-1.70\,E_h$ is sent by the same model to about $+0.13\,E_h$, out of the range of bound solutions altogether. The functional $E$ takes the values $-13.0793$, $-11.8677$ and $-1.6510\,E_h$ at the three roots; the last is $-1.162965-0.488064$. The wanted root is the highest of the three.

At full strength the dangerous root above $e_2$ happens not to exist. It appears for a weaker source, and the chosen scale $\lambda=0.2$, which is below $\lambda_1$, $\lambda_2$ and $\lambda_3$, gives $1+2+2+2=7$ roots below $e_4$: $-12.510389$, $-12.389109$, $-0.780745$, $-0.591566$, $-0.143665$, $-0.115029$ and $-0.063990\,E_h$. Four more lie between $e_4$ and zero. Two of them, $-0.04862$ and $-0.03685\,E_h$, are in gap 4 and do not depend on the box. The other two, near $-0.004$ and $-0.002\,E_h$, lie among levels spread apart by the wall at 60 bohr and disappear in boxes of 120 and 405 bohr, where the total is nine instead of eleven. The pair around $e_2$ sits close to $e_2\mp0.2\times0.472503$, that is $-0.780679$ and $-0.591677$, and slightly farther out, as \eqref{eq:dist} requires. Both members have one node and similar radii, $0.743$ and $0.805$ \AA. They differ in the overlap, $+0.9953$ against $-0.9835$, and in the initial slope. At this strength too the root below $e_1$ has one node and a positive slope.

The outer iteration was run with $V$ and the other orbitals frozen, starting from $\varphi_2$. With the lower root and $\lambda=1$ it reached $-1.162965\,E_h$ in 15 steps, the second level of $h-K'$. With $\lambda=0.2$ the lower root led in 6 steps to $-0.779116\,E_h$, the second level of $h-0.2K'$, and the upper root with its sign reset led, also in 6 steps, to $-0.595224\,E_h$, the second level of $h+0.2K'$. In this example the wrong branch converges as quickly as the right one. These fixed points differ slightly from the single-pass roots $-0.780745$ and $-0.591566$, whose source was built from the full-strength Hartree--Fock orbital. Convergence here is an observation for frozen $V$, not a theorem.

\section{What the numerical check tests}

The numerical check below computes the main quantities in two ways; node counts, initial slopes, mean radii, the $G^k$ integrals and the overlaps of the unwanted roots are printed without a second calculation. The self-consistent field on the Lobatto grid is compared with a Gaussian-basis calculation. Poles, overlaps and $N(\varepsilon)$ from tridiagonal Numerov solves are compared with diagonalisation and the spectral sum \eqref{eq:N}; $N'$ from the second solve is compared with finite differences, and the concavity of $\psi$ with second differences. The bound \eqref{eq:bound} is compared with minima found by direct search, and every Newton step is required to move away from its pole. The roots below $e_4$ are compared in number and value with the real eigenvalues of \eqref{eq:double} and with the count predicted by the $\lambda_k$. The root of largest overlap must reproduce the Gaussian-basis 2s energy, $E[P]=\varepsilon-\langle X|P\rangle$ is compared with the definition of $E$, and the fixed points are compared with eigenvalues of $h\mp\lambda K'$. For hydrogen, \eqref{eq:cn} is tested against quadrature, its limit against the overlap of $X$ with the zero-energy solution $f_0=\sqrt{2r}\,J_1(\sqrt{8r})$, the pole strength at $e_2$ and the finite norm at $e_3$ against direct solves, and \eqref{eq:hard} by its residual in the discretised equation.

\section*{Calculated quantities}
\begin{verbatim}
1 Eh = 27.211386 eV, 1 bohr = 0.529177 A; Z=7, box 60 bohr = 31.75 A
UHF energy: grid -54.404548 Eh, Gaussian (26s16p) -54.404548 Eh
eps up 1s,2s,2p grid: -15.670672 -1.162965 -0.570923 Eh
eps 2s up: Gaussian -1.162965 Eh; grid -31.6459 eV
G0(1s,2s) = 0.070077 Eh, G1(2s,2p) = 0.417987 Eh
<2s|h|2s> = -0.674901 Eh, <phi_2|P_2s> = 0.991013
Numerov grid: 6000 points, r_min 1e-6 bohr, step 0.002985; Lobatto order 140
k=1: e = -12.449749 Eh = -338.7749 eV, c = +0.303189 Eh
k=2: e = -0.686178 Eh = -18.6718 eV, c = +0.472503 Eh
k=3: e = -0.129383 Eh = -3.5207 eV, c = +0.069717 Eh
k=4: e = -0.056427 Eh = -1.5355 eV, c = +0.035546 Eh
k=5: e = -0.031558 Eh = -0.8587 eV, c = +0.022626 Eh
gap 1: min N 0.00929 at -7.53844 Eh, bound 0.00856, lambda_k 10.3765
gap 2: min N 1.64529 at -0.25652 Eh, bound 1.50751, lambda_k 0.7796
gap 3: min N 5.25595 at -0.08552 Eh, bound 4.01475, lambda_k 0.4362
lambda = 1.0: roots below e_4: 3; below 0 in the box: 3
 below e_1: -12.753214 Eh -347.033 eV, ovl +0.0140, nodes 1, P'(0) sign +1, <r> 0.125 A, E[P] -13.0793 Eh
 above e_1: -12.146254 Eh -330.516 eV, ovl +0.0698, nodes 0, P'(0) sign -1, <r> 0.135 A, E[P] -11.8677 Eh
 below e_2: -1.162965 Eh -31.646 eV, ovl +1.0000, nodes 1, P'(0) sign +1, <r> 0.683 A, E[P] -1.6510 Eh
lambda = 0.2: roots below e_4: 7; below 0 in the box: 11
 below e_1: -12.510389 Eh -340.425 eV, ovl -0.0185, nodes 1, P'(0) sign +1, <r> 0.128 A, E[P] -12.5720 Eh
 above e_1: -12.389109 Eh -337.125 eV, ovl +0.0353, nodes 0, P'(0) sign -1, <r> 0.130 A, E[P] -12.3294 Eh
 below e_2: -0.780745 Eh -21.245 eV, ovl +0.9953, nodes 1, P'(0) sign +1, <r> 0.743 A, E[P] -0.8764 Eh
 above e_2: -0.591566 Eh -16.097 eV, ovl -0.9835, nodes 1, P'(0) sign -1, <r> 0.805 A, E[P] -0.4987 Eh
 below e_3: -0.143665 Eh -3.909 eV, ovl -0.0948, nodes 2, P'(0) sign +1, <r> 2.841 A, E[P] -0.1439 Eh
 above e_3: -0.115029 Eh -3.130 eV, ovl -0.2149, nodes 2, P'(0) sign -1, <r> 3.412 A, E[P] -0.0895 Eh
 below e_4: -0.063990 Eh -1.741 eV, ovl -0.1187, nodes 3, P'(0) sign +1, <r> 6.217 A, E[P] -0.0574 Eh
Newton below e_2 (Eh): -1.1586804 -1.1629647 -1.1629651 -1.1629651
fixed point lambda=1.0, side -1: -1.162965 Eh in 15 steps; level 2 of h-1.0K': -1.162965 Eh
fixed point lambda=0.2, side -1: -0.779116 Eh in 6 steps; level 2 of h-0.2K': -0.779116 Eh
fixed point lambda=0.2, side +1: -0.595224 Eh in 6 steps; level 2 of h+0.2K': -0.595224 Eh
H, beta=1/3, c_1..c_5 (Eh): 1.68750 -1.95501 0.00000 -0.05875 -0.04606
n^1.5 c_n: n=10 -0.53446, n=40 -0.53541, limit -0.53541; A = 0.28666
H: d^2 N at e_2 +- 1e-4 Eh = 3.82206, c_2^2 = 3.82206 Eh^2; N(e_3) = 820.130
H, lambda=0.02: N(e_3) = 0.32805, free amplitude +-0.81972, e_3 = -1.5117 eV
\end{verbatim}
